# Elliott Absorption at a Direct Gap: Exciton Lines and Sommerfeld Continuum, part 2

We seek the absorption coefficient $\alpha=KF$ near a direct, dipole-allowed gap $E_g$, for isotropic parabolic bands with a statically screened electron-hole attraction and no electron-hole exchange. The result for $F$, lines plus continuum, is Elliott's formula. In SI units,

$$K=\frac{2\pi e^2|p_{cv}|^2}{\varepsilon_0n_rc\,m_0^2\omega\,a^3R},\qquad
\Delta=\frac{\hbar\omega-E_g}{R},$$

$$a=\frac{4\pi\varepsilon_0\varepsilon_r\hbar^2}{\mu e^2},\qquad
R=\frac{\hbar^2}{2\mu a^2}.$$

Here $a$ and $R$ are the exciton Bohr radius and Rydberg, $\omega$ the light frequency, $\mu$ the reduced mass, $m_0$ the free-electron mass, $\varepsilon_r$ the relative permittivity and $p_{cv}$ the interband momentum element, taken independent of the wave vector $\mathbf k$. The refractive index $n_r$ is the real part of $\sqrt{\varepsilon_1+i\varepsilon_2}$, where $\varepsilon_1+i\varepsilon_2$ is the dielectric function, and $\alpha=\omega\varepsilon_2/(n_rc)$.

From here lengths are in $a$ and energies $E$ in $R$, measured from the gap. The transition matrix element is $p_{cv}$ times the sum of the pair amplitudes over $\mathbf k$. This sum is proportional to the relative wavefunction $\phi$ at contact, so

$$F(\Delta)=\sum_\lambda|\phi_\lambda(0)|^2\delta(\Delta-E_\lambda),$$

where $\lambda$ labels orbital states. Only $s$ states contribute. For them $\phi=u(r)/(\sqrt{4\pi}\,r)$, with

$$u''+\left(E+\frac2r\right)u=0,\qquad u(0)=0,$$

and $u'(0)=1$. A normalizable state has

$$|\phi(0)|^2=\frac1{4\pi\int_0^\infty u^2dr}.$$

The bound lines, $n=1,2,\ldots$, have

$$E_n=-\frac1{n^2},\qquad |\phi_n(0)|^2=\frac1{\pi n^3}.$$

Above the gap $E=\Delta=k^2$ and $\eta=1/k$. At large $r$, with amplitude $A$ and $\Gamma$ the gamma function,

$$u(r)\simeq A\sin\!\left[kr+\eta\ln(2kr)-\arg\Gamma(1+i\eta)\right].$$

A free pair has amplitude $1/k$. The ratio of contact probabilities, with and without attraction, at equal distant amplitude is the Sommerfeld factor

$$S=\frac1{k^2A^2}=\frac{2\pi/k}{1-e^{-2\pi/k}}.$$

The continuum part of $F$, written $F_c$, is still to be found.

### Counting the states

The contact density per unit energy also needs the number of states. Put the relative motion in a sphere of large radius $L$, with $u(L)=0$. The norm is $\int_0^Lu^2dr\simeq A^2L/2$, since the mean of a squared sine is one half. The boundary condition is

$$kL+\eta\ln(2kL)-\arg\Gamma(1+i\eta)=m\pi,$$

with integer $m$. Differentiation gives $dm/dk=L/\pi$ plus terms of order $\ln L$, which are negligible relative to $L$. Since $dE/dk=2k$, there are $L/(2\pi k)$ $s$ states per unit energy. Multiplying by the contact density of one state,

$$F_c=\frac{L}{2\pi k}\,\frac1{4\pi(A^2L/2)}
=\frac1{4\pi^2kA^2}=\frac{\sqrt\Delta}{4\pi^2}S.$$

The radius cancels. Inserting $S$ gives the continuum part of Elliott's formula:

$$F_c(\Delta)=\frac1{2\pi\left(1-e^{-2\pi/\sqrt\Delta}\right)}.$$

For $S=1$ the free-pair result $\sqrt\Delta/(4\pi^2)$ is recovered. As the gap is approached from above, the density of states vanishes as $\sqrt\Delta$ while $S$ grows as $2\pi/\sqrt\Delta$. Their product is finite:

$$F_c(0^+)=\frac1{2\pi}.$$

The departure from this value is of order $e^{-2\pi/\sqrt\Delta}$, so the continuum starts almost flat.

### How the lines join the continuum

Assign to line $n$ the energy cell between $-1/(n-\tfrac12)^2$ and $-1/(n+\tfrac12)^2$. Neighbouring cells share an edge. The width of cell $n$ is

$$w_n=\frac{(n+\frac12)^2-(n-\frac12)^2}{(n^2-\frac14)^2}
=\frac{2n}{(n^2-\frac14)^2}.$$

The mean line strength per unit energy in this cell is therefore

$$\frac1{\pi n^3w_n}=\frac1{2\pi}\left(1-\frac1{4n^2}\right)^2.$$

It tends to $1/(2\pi)$. The strength of each line falls as $1/n^3$, but so does the spacing, which is close to $2/n^3$. In units of the gap value, the cell means for $n=1$ to $5$ are $0.563$, $0.879$, $0.945$, $0.969$ and $0.980$. The first value depends appreciably on where the cell edges are placed. The limit is the same for edges at $-1/(n+c)^2$ with any fixed $c$ between 0 and 1.

The same limit holds for a Lorentzian of half-width $\gamma$, in units of $R$, as $\gamma\to0$ at the gap. Spread each line uniformly over its cell. At distance $x$ below the gap the cells have width of order $x^{3/2}$, so the error is at most of the order of $x^{3/2}$ times the slope of the Lorentzian, integrated over $x$. For $x<\gamma$ the slope is at most of order $\gamma^{-2}$, and the contribution is of order $\gamma^{5/2}/\gamma^2=\gamma^{1/2}$. For $x>\gamma$ the slope is of order $\gamma/x^3$, and $\gamma\int_\gamma^\infty x^{-3/2}dx$ is again of order $\gamma^{1/2}$. Both vanish with $\gamma$. The spread-out strength has the same limit on both sides of the gap, so its broadened value at the gap tends to $1/(2\pi)$.

This argument bounds the error and does not estimate its size. The computed values at the gap are $0.9973$ and $0.9995$ of $1/(2\pi)$ for half-widths $0.1R$ and $0.02R$.

### Putting the formula into a program

For a Lorentzian spectrum, replace each delta function by

$$L_\gamma(x)=\frac{\gamma/\pi}{x^2+\gamma^2}$$

and convolve $F_c$ with the same function. Stopping the line sum at a small $N$ and adding nothing leaves a false gap between the last line and the continuum. A better finite sum keeps lines $1$ to $N$ and fills the interval from $-b$ to $0$, with $b=1/(N+\tfrac12)^2$, at the constant height $1/(2\pi)$. Its broadened contribution is

$$\frac1{2\pi^2}\left[\arctan\frac{\Delta+b}{\gamma}
-\arctan\frac{\Delta}{\gamma}\right].$$

The constant slightly overstates the omitted strength. Since $(1-x)^2\geq1-2x$, the cell means show that the excess is at most a fraction $1/[2(N+1)^2]$ of the strength inserted. The cells replaced must also be narrower than $\gamma$, or real structure is removed. In the continuum integral, the substitution $E=t^2$ concentrates points near the gap.

The program does not use this filler; it sums the first 20000 lines directly. The whole spectrum obtained in that way, lines and continuum together, is tested against a separate solution of the radial equation at complex energy. With half-width $0.05R$ the two agree within a relative tolerance of $2\times10^{-5}$ at six energies from $-R$ to $3R$. At the gap both give $F=0.1589$.

### A worked spectrum

Take round model parameters: $\mu=0.06m_0$, $\varepsilon_r=12.5$, $E_g=1.5$ eV, $2|p_{cv}|^2/m_0=10$ eV and $n_r=3.6$. Relative to hydrogen with a fixed nucleus, the Bohr radius is multiplied by $12.5/0.06=208$ and the Rydberg by $0.06/12.5^2=3.84\times10^{-4}$. The results are

$$a=11.02\ \text{nm},\qquad R=5.225\ \text{meV}.$$

Hold the slow factor $1/\omega$ at its gap value. Then $K=5.807\times10^4\ \text{cm}^{-1}$, and absorption just above the gap is

$$\alpha_{\rm gap}=\frac K{2\pi}=9.24\times10^3\ \text{cm}^{-1}.$$

Integrating a line over photon energy multiplies its scaled strength by $KR$. Its area is thus $KR/(\pi n^3)=2R\alpha_{\rm gap}/n^3$. For the first line this is

$$2(5.2246)(9242.1)=9.66\times10^4\ \text{meV cm}^{-1}.$$

The second line has one eighth of this, $1.21\times10^4\ \text{meV cm}^{-1}$. The two lines lie $5.22$ and $1.31$ meV below the gap.

At 1 meV above the gap, free pairs would give $644\ \text{cm}^{-1}$. The Sommerfeld factor is $14.36$, and the product is $9.24\times10^3\ \text{cm}^{-1}$, unchanged from the gap value at this precision. At 20 meV the factor has fallen to $3.35$, yet absorption is $9.63\times10^3\ \text{cm}^{-1}$ against $2.88\times10^3\ \text{cm}^{-1}$ for free pairs. The attraction still matters at almost four exciton Rydbergs above the gap.

Now give every transition a Lorentzian half-width of 0.5 meV, or $0.0957R$. The first line alone has peak height

$$\frac{9.6573\times10^4}{\pi(0.5)}=6.15\times10^4\ \text{cm}^{-1}.$$

The full spectrum there is $6.20\times10^4\ \text{cm}^{-1}$; the small remainder comes from the other lines and the continuum. At the position of the second line the total is $1.09\times10^4\ \text{cm}^{-1}$, of which its own peak supplies $7.69\times10^3\ \text{cm}^{-1}$. The second and third lines are $0.73$ meV apart, less than the full width of 1 meV, so the series is already merging. At the gap the result is $9.22\times10^3\ \text{cm}^{-1}$, and one $R$ higher it is $9.23\times10^3\ \text{cm}^{-1}$. In this spectrum nothing marks the gap itself. A fit should locate it through the line position and $R$, not by looking for an onset.

Keeping $1/\omega$ would raise the first line by $0.35\%$ relative to the value used here. At 20 meV above the gap it would lower absorption by $1.3\%$, since $1500/1520=0.987$. The factor should be retained when the fitted range is wide.

Near the first line, holding $n_r$ fixed is the larger approximation. With $\omega/c=7.6\times10^4\ \text{cm}^{-1}$ at the gap, the peak of that line corresponds to $\varepsilon_2=\alpha n_rc/\omega\approx2.9$, against $n_r^2\approx13$. A Lorentzian line of peak $\varepsilon_2^{\max}$ centred at $E_1$ is the imaginary part of $\varepsilon_2^{\max}\Gamma/(E_1-\hbar\omega-i\Gamma)$, with $\Gamma$ the half-width, and the real part of this expression is $\pm\varepsilon_2^{\max}/2$ at one half-width from the centre. There $n_r$ changes by about $\pm1.5/(2\times3.6)\approx\pm0.2$, or $6\%$; at the centre, the real part of $\sqrt{13+2.9i}$ exceeds $\sqrt{13}$ by about $0.6\%$. These estimates count the first line alone; the other lines and the continuum also add to $\varepsilon_1$, by an amount that depends on the frequency at which $n_r=3.6$ is taken to hold. The values quoted near this line hold for the constant-index model and are no more accurate than that.

### Far above the gap

Put $x=2\pi/\sqrt\Delta$. For small $x$,

$$1-e^{-x}=x\left(1-\frac x2+\frac{x^2}{6}-\cdots\right),\qquad
\frac1{1-e^{-x}}=\frac1x+\frac12+\frac x{12}+\cdots.$$

The coefficient $1/12$ is $1/4-1/6$ from inverting the bracket. Division by $2\pi$ gives

$$F_c=\frac{\sqrt\Delta}{4\pi^2}+\frac1{4\pi}
+\frac1{12\sqrt\Delta}+\cdots.$$

The ratio to free-pair absorption tends to one, but the difference does not tend to zero: with $K$ held fixed, it tends to half the gap value. At $\Delta=100$ the difference is $0.552$ of the full gap value $1/(2\pi)$. A free-pair calculation with the correct $K$ therefore stays below the absorption by this offset at high energy. If its scale is fitted to the absorption instead, with the gap held at its true value, the fitted $K$ is too large. This limit belongs to the parabolic model; in a crystal, band curvature and the variation of $p_{cv}$ may change first.

### Where the result stops applying

The finite edge depends on the $1/r$ tail. Suppose that free carriers screen the attraction to a finite range. Outside that range, as $k\to0$, the solution with unit slope at the origin becomes a straight line of some slope $B$. Matching it to $A\sin(kr+\delta)$, where $\delta$ is a phase shift, gives $kA\to B$. If $B\neq0$, then $S\to1/B^2$ stays finite and $F_c$ again vanishes as $\sqrt\Delta$. The exception $B=0$ occurs when the attraction is just strong enough for a new $s$ bound state to appear. The zero-energy solution then tends to a constant $C$ outside the range, so it is not normalizable and is not itself a bound state. Matching now gives $A\to|C|$, so $S\simeq1/(k^2C^2)$ and $F_c$ diverges as $1/\sqrt\Delta$. Elliott's formula should not be used unchanged when the screening length is comparable with, or shorter than, the size of the states being described.

The selection rule also matters. If $p_{cv}$ vanishes at the gap and grows linearly with $\mathbf k$, the sum over amplitudes becomes a gradient of $\phi$ at the origin. Then $p$ states absorb, and the $n=1$ line is missing. The strengths derived here do not apply.

The envelope description requires $a$ to be much larger than the lattice spacing, and the pair energies to lie where both bands are parabolic. Degenerate or strongly anisotropic bands need a coupled or anisotropic pair equation. A static $\varepsilon_r$ assumes that the lattice can follow the pair, so it is doubtful when $R$ is comparable with, or larger than, the energies of the lattice vibrations that contribute to screening. Electron-hole exchange was left out of the pair equation, so any effect it has on the lines is not described here. A single Lorentzian width is a further model choice, separate from Elliott's formula: the areas of well-separated lines follow $1/n^3$ whatever their widths, but peak heights do so only if the lines share one width and do not overlap. In the worked spectrum the heights at the first two line positions have the ratio $1.09/6.20=0.176$, not $1/8$.

## Numbers as computed

```
reduced mass = 0.06 m0; permittivity = 12.5; n_r = 3.6
gap = 1.5 eV; 2|p_cv|^2/m0 = 10.0 eV
exciton Rydberg R = 5.2246 meV
exciton Bohr radius a = 11.0245 nm
prefactor alpha/F at gap frequency = 58070 cm^-1
absorption just above the gap = 9242.1 cm^-1
relative prefactor change, gap to 1s line = 0.00350
line n=1: energy-gap = -5.2246 meV, area = 96573 meV cm^-1
line n=2: energy-gap = -1.3061 meV, area = 12072 meV cm^-1
line n=3: energy-gap = -0.5805 meV, area = 3576.8 meV cm^-1
line n=4: energy-gap = -0.3265 meV, area = 1508.9 meV cm^-1
0.1 meV above gap: free = 203.5 cm^-1, Elliott = 9242.1 cm^-1, S = 45.4157
1.0 meV above gap: free = 643.53 cm^-1, Elliott = 9242.2 cm^-1, S = 14.3617
5.0 meV above gap: free = 1439 cm^-1, Elliott = 9257.2 cm^-1, S = 6.4332
20.0 meV above gap: free = 2877.9 cm^-1, Elliott = 9630.3 cm^-1, S = 3.3462
Lorentzian half-width = 0.5 meV = 0.09570 R
broadened absorption at 1s line = 61955 cm^-1
broadened absorption at 2s line = 10929 cm^-1
broadened absorption at gap = 9218.7 cm^-1
broadened absorption at gap + R = 9230 cm^-1
collocation: n, E/R, strength*a^3, cell mean/(1/2pi)
  1  -1.000000  0.318310  0.562500
  2  -0.250000  0.039789  0.878906
  3  -0.111111  0.011789  0.945216
  4  -0.062500  0.004974  0.968994
  5  -0.040000  0.002546  0.980100
Sommerfeld factor: k*a, integrated, formula
  0.2  31.415935  31.415927
  1.0  6.294941  6.294941
  3.0  2.388530  2.388530
spectrum F, half-width 0.05 R: Delta, Green function, Elliott
  -1.0  2.030713  2.030715
  -0.25  0.285513  0.285514
  -0.05  0.158909  0.158909
  0.0  0.158944  0.158944
  0.5  0.158933  0.158933
  3.0  0.163287  0.163287
2 pi F at the gap, half-width 0.1 R = 0.997348
2 pi F at the gap, half-width 0.02 R = 0.999469
excess over free pairs / gap value, Delta=9: 0.66297
excess over free pairs / gap value, Delta=100: 0.55202
excess over free pairs / gap value, Delta=10000: 0.50524
static polarizability (oscillator units): dispersion 0.681376, field 0.681376
```
